# Can an SCF starting energy lie below full CI?: verification in Python

```python
"""Superposition of atomic densities (SAD) versus a determinant.

Result under test: the SAD matrix D can have natural occupations above two,
and its Hartree-Fock functional energy E[D] can then lie below the full-CI
energy of the same basis. If all occupations lie in [0,2], E[D] stays an upper
bound. One diagonalization with integer filling gives D S D = 2 D.

D: spin-summed density matrix, S: overlap, h: one-electron Hamiltonian,
eri: repulsion integrals (pq|rs), enuc: nuclear repulsion. Internal units
are hartree and bohr; printed units are eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import block_diag, eigh
from pyscf import gto, scf
from pyscf.fci import direct_spin1

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


class System:
    def __init__(self, atoms, basis):
        self.mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
        self.S = self.mol.intor("int1e_ovlp")
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e")
        self.enuc = self.mol.energy_nuc()
        self.nocc = self.mol.nelectron // 2

    def coulomb(self, D):
        return np.einsum("pqrs,rs->pq", self.eri, D)

    def exchange(self, D):
        return np.einsum("prsq,rs->pq", self.eri, D)

    def fock(self, D):
        return self.h + self.coulomb(D) - 0.5 * self.exchange(D)

    def energy(self, D):
        return 0.5 * np.sum(D * (self.h + self.fock(D))) + self.enuc

    def occupations(self, D):
        L = np.linalg.cholesky(self.S)
        return np.linalg.eigvalsh(L.T @ D @ L)[::-1]

    def fill(self, matrix):
        eps, C = eigh(matrix, self.S)
        Co = C[:, :self.nocc]
        return 2 * Co @ Co.T, eps, C

    def idempotency_error(self, D):
        return np.max(np.abs(D @ self.S @ D - 2 * D))

    def orbital_integrals(self, C):
        g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", self.eri, C, C, C, C,
                      optimize=True)
        return C.T @ self.h @ C, g

    def full_ci(self):
        C = eigh(self.fock(np.zeros_like(self.S)), self.S)[1]
        if self.mol.nelectron > 2:
            C = self.rhf_orbitals
        h1, g = self.orbital_integrals(C)
        solver = direct_spin1.FCI()
        solver.verbose = 0
        solver.max_cycle = 200
        e, _ = solver.kernel(h1, g, len(h1), (self.nocc, self.nocc),
                             nroots=3, ecore=self.enuc)
        return float(np.min(e))

    def rhf(self, D):
        mf = scf.RHF(self.mol)
        mf.verbose = 0
        mf.conv_tol = 1e-10
        mf.max_cycle = 200
        e = mf.kernel(dm0=D)
        assert mf.converged
        self.rhf_orbitals = mf.mo_coeff
        return e


def descend_to_determinant(system, C, f):
    """Shift occupation between pairs of spin orbitals, never raising E.

    C: orthonormal spatial orbitals; f: occupations, alpha then beta."""
    h1, g = system.orbital_integrals(C)
    J = np.einsum("iijj->ij", g)
    K = np.einsum("ijij->ij", g)
    A = np.block([[J - K, J], [J, J - K]])
    assert A.min() > -1e-9
    hd = np.tile(np.diag(h1), 2)

    def value(x):
        return x @ hd + 0.5 * x @ A @ x + system.enuc

    f = f.copy()
    start = current = value(f)
    while True:
        frac = np.where((f > 1e-9) & (f < 1 - 1e-9))[0]
        if len(frac) < 2:
            break
        trials = []
        for p, q in [(frac[0], frac[1]), (frac[1], frac[0])]:
            x = f.copy()
            t = min(1 - x[p], x[q])
            x[p] += t
            x[q] -= t
            trials.append(x)
        f = min(trials, key=value)
        assert value(f) <= current + 1e-9
        current = value(f)
    assert np.max(np.abs(f - np.round(f))) < 1e-7
    return start, current


def penetration_energy(atom, D, Z, R):
    """Electrostatic energy of two frozen spherical neutral atoms, by
    radial quadrature of the density (no two-electron integrals)."""
    r = np.linspace(0, 16, 16001)
    points = np.column_stack([0 * r, 0 * r, r])
    ao = atom.mol.eval_gto("GTOval_sph", points)
    rho = np.einsum("gp,pq,gq->g", ao, D, ao)
    inside = CubicSpline(r, 4 * np.pi * r**2 * rho).antiderivative()(r)
    shell = CubicSpline(r, 4 * np.pi * r * rho).antiderivative()(r)
    r_times_V = Z - inside - r * (shell[-1] - shell)
    spline = CubicSpline(r, r_times_V)
    W = spline.antiderivative()
    band = W(np.minimum(R + r, r[-1])) - W(np.abs(R - r))
    electrons = 2 * np.pi / R * simpson(r * rho * band, x=r)
    return Z * float(spline(R)) / R - electrons


# Beryllium atom and dimer
be = System([["Be", (0, 0, 0)]], "sto-3g")
mf = scf.RHF(be.mol)
mf.verbose = 0
mf.conv_tol = 1e-12
e_be = mf.kernel()
C_atom = mf.mo_coeff[:, :2]
D_atom = 2 * C_atom @ C_atom.T
D_sad = block_diag(D_atom, D_atom)
C_sad = block_diag(C_atom, C_atom)
print(f"Be atom RHF/STO-3G energy: {e_be*EV:.3f} eV")
print("Be2 energies below are relative to two RHF atoms")

rng = np.random.default_rng(3)
for R_ang in (2.0, 2.5, 3.0, 4.0):
    R = R_ang / ANG
    be2 = System([["Be", (0, 0, 0)], ["Be", (0, 0, R)]], "sto-3g")
    occ = be2.occupations(D_sad)
    O = C_sad.T @ be2.S @ C_sad
    assert np.allclose(occ[:4], 2 * np.linalg.eigvalsh(O)[::-1], atol=1e-8)
    assert occ[0] > 2 and abs(occ.sum() - 8) < 1e-8
    e_sad = be2.energy(D_sad)
    D1, eps, C1 = be2.fill(be2.fock(D_sad))
    e_one = be2.energy(D1)
    e_rhf = be2.rhf(D_sad)
    e_fci = be2.full_ci()
    assert be2.idempotency_error(D1) < 1e-9
    assert min(e_one, e_rhf) >= e_fci - 1e-7
    rel = [(e - 2 * e_be) * EV for e in (e_sad, e_one, e_rhf, e_fci)]
    print(f"R = {R_ang:.1f} angstrom: largest occupation {occ[0]:.4f}")
    print(f"  SAD {rel[0]:.3f} eV, one Fock step {rel[1]:.3f} eV")
    print(f"  RHF {rel[2]:.3f} eV, full CI {rel[3]:.3f} eV")
    if R_ang == 4.0:
        assert e_sad > e_fci
    if R_ang != 2.0:
        continue

    # Detailed analysis at the shortest distance
    assert e_sad < e_fci - 1e-3
    D_A = block_diag(D_atom, np.zeros_like(D_atom))
    D_B = D_sad - D_A
    e_x = -0.5 * np.sum(D_A * be2.exchange(D_B))
    e_el = penetration_energy(be, D_atom, 4, R)
    assert e_x < 0
    assert abs(2 * e_be + e_el + e_x - e_sad) < 1e-5
    D_orth = 2 * C_sad @ np.linalg.solve(O, C_sad.T)
    e_orth = be2.energy(D_orth)
    assert be2.idempotency_error(D_orth) < 1e-8
    assert e_orth >= e_fci
    h1, g = be2.orbital_integrals(C1)
    hdiag = direct_spin1.make_hdiag(h1, g, len(h1), (4, 4))
    assert abs(np.ravel(hdiag)[0] + be2.enuc - e_one) < 1e-8
    noise = rng.normal(size=be2.S.shape)
    D_noise = be2.fill(noise + noise.T)[0]
    e_noise = be2.energy(D_noise)
    assert be2.idempotency_error(D_noise) < 1e-8 and e_noise >= e_fci
    for _ in range(5):
        det = np.r_[np.ones(8), np.zeros(12)]
        f = np.mean([rng.permutation(det) for _ in range(5)], axis=0)
        first, last = descend_to_determinant(be2, C1, f)
        assert first >= last - 1e-8 and last >= e_fci - 1e-7
    print("  occupations:", " ".join(f"{x:.4f}" for x in occ[:4]))
    print(f"  sum of occupations: {occ.sum():.6f}")
    print(f"  2s-2s overlap of the atomic orbitals: {O[1, 3]:.4f}")
    print(f"  electrostatic part (quadrature): {e_el*EV:.3f} eV")
    print(f"  interatomic exchange part: {e_x*EV:.3f} eV")
    print(f"  orthogonalized determinant: {(e_orth-2*e_be)*EV:.3f} eV")
    print(f"  omitted orthogonalization: {(e_orth-e_sad)*EV:.3f} eV")
    print(f"  SAD minus full CI: {(e_sad-e_fci)*EV:.3f} eV")
    print(f"  same difference: {e_sad-e_fci:.5f} hartree")
    print(f"  total SAD energy: {e_sad*EV:.3f} eV")
    print(f"  total full-CI energy: {e_fci*EV:.3f} eV")
    print(f"  max|DSD-2D|, SAD: {be2.idempotency_error(D_sad):.4f}")
    print(f"  max|DSD-2D|, Fock: {be2.idempotency_error(D1):.1e}")
    print(f"  gap in first Fock spectrum: {(eps[4]-eps[3])*EV:.3f} eV")
    print(f"  random-matrix determinant: {(e_noise-2*e_be)*EV:.1f} eV")

# Hydrogen molecule: fractional but admissible occupations
R_h2 = 0.74
h_atom = System([["H", (0, 0, 0)]], {"H": "6-31g"}) if False else None
h_mol = gto.M(atom="H 0 0 0", basis="6-31g", spin=1, verbose=0)
h_core = h_mol.intor("int1e_kin") + h_mol.intor("int1e_nuc")
c_h = eigh(h_core, h_mol.intor("int1e_ovlp"))[1][:, 0]
h2 = System([["H", (0, 0, 0)], ["H", (0, 0, R_h2 / ANG)]], "6-31g")
D_h2 = block_diag(np.outer(c_h, c_h), np.outer(c_h, c_h))
s = c_h @ h2.S[:2, 2:] @ c_h
occ = h2.occupations(D_h2)
assert np.allclose(occ[:2], [1 + s, 1 - s], atol=1e-8) and occ[0] < 2
L = np.linalg.cholesky(h2.S)
n, U = np.linalg.eigh(L.T @ D_h2 @ L)
natural = np.linalg.solve(L.T, U)
f = np.clip(np.tile(n / 2, 2), 0, 1)
first, last = descend_to_determinant(h2, natural, f)
e_h2 = h2.energy(D_h2)
e_h2_fci = h2.full_ci()
assert abs(first - e_h2) < 1e-8
assert e_h2 >= last - 1e-9 and last >= e_h2_fci - 1e-8
print(f"H2/6-31G, R = {R_h2:.2f} angstrom: 1s overlap {s:.4f}")
print(f"  occupations: {occ[0]:.4f} {occ[1]:.4f}")
print(f"  SAD energy: {e_h2*EV:.3f} eV")
print(f"  determinant reached by descent: {last*EV:.3f} eV")
print(f"  full CI: {e_h2_fci*EV:.3f} eV")

# Water with spherically averaged atoms
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
x, z = r_oh / ANG * np.sin(half), r_oh / ANG * np.cos(half)
water = System([["O", (0, 0, 0)], ["H", (x, 0, z)], ["H", (-x, 0, z)]],
               "sto-3g")
guess = scf.RHF(water.mol)
guess.verbose = 0
D_w = np.array(guess.get_init_guess(water.mol, "atom"))
occ = water.occupations(D_w)
assert abs(occ.sum() - 10) < 1e-5 and occ[0] > 2.001
D1 = water.fill(water.fock(D_w))[0]
e_w, e_w1 = water.energy(D_w), water.energy(D1)
e_w_rhf = water.rhf(D_w)
e_w_fci = water.full_ci()
assert water.idempotency_error(D1) < 1e-9
assert min(e_w1, e_w_rhf) >= e_w_fci - 1e-8
print(f"H2O/STO-3G, OH {r_oh:.2f} angstrom, angle {angle:.1f} degrees")
print("  occupations:", " ".join(f"{v:.3f}" for v in occ))
print(f"  SAD energy: {e_w*EV:.3f} eV")
print(f"  one Fock step: {e_w1*EV:.3f} eV")
print(f"  RHF: {e_w_rhf*EV:.3f} eV")
print(f"  full CI: {e_w_fci*EV:.3f} eV")
print("tests ok")
```

Printed output:

```
Be atom RHF/STO-3G energy: -390.535 eV
Be2 energies below are relative to two RHF atoms
R = 2.0 angstrom: largest occupation 2.8112
  SAD -4.865 eV, one Fock step 1.032 eV
  RHF 0.824 eV, full CI -2.336 eV
  occupations: 2.8112 2.0110 1.9890 1.1888
  sum of occupations: 8.000000
  2s-2s overlap of the atomic orbitals: 0.3975
  electrostatic part (quadrature): -1.186 eV
  interatomic exchange part: -3.679 eV
  orthogonalized determinant: 2.636 eV
  omitted orthogonalization: 7.501 eV
  SAD minus full CI: -2.529 eV
  same difference: -0.09293 hartree
  total SAD energy: -785.934 eV
  total full-CI energy: -783.406 eV
  max|DSD-2D|, SAD: 1.7160
  max|DSD-2D|, Fock: 6.2e-15
  gap in first Fock spectrum: 6.358 eV
  random-matrix determinant: 313.9 eV
R = 2.5 angstrom: largest occupation 2.5046
  SAD -1.726 eV, one Fock step 0.198 eV
  RHF 0.109 eV, full CI -2.743 eV
R = 3.0 angstrom: largest occupation 2.2881
  SAD -0.519 eV, one Fock step 0.028 eV
  RHF -0.001 eV, full CI -2.776 eV
R = 4.0 angstrom: largest occupation 2.0734
  SAD -0.030 eV, one Fock step -0.010 eV
  RHF -0.012 eV, full CI -2.821 eV
H2/6-31G, R = 0.74 angstrom: 1s overlap 0.7510
  occupations: 1.7510 0.2490
  SAD energy: -23.044 eV
  determinant reached by descent: -29.658 eV
  full CI: -31.339 eV
H2O/STO-3G, OH 0.96 angstrom, angle 104.5 degrees
  occupations: 2.687 2.000 1.626 1.422 1.333 0.475 0.457
  SAD energy: -2032.065 eV
  one Fock step: -2038.800 eV
  RHF: -2039.856 eV
  full CI: -2041.212 eV
tests ok
```
